# Schwarz screening of repulsion integrals: the bound and the quadratic count

Q: A Fock build needs the integrals \((mn|ls)\), also written \((mn,ls)\), and there are \(N^4\) of them for \(N\) basis functions. You want to discard most of them before computing them. How can you know that an integral is small without evaluating it?

A: By bounding it with integrals that depend on one pair of functions at a time. I use atomic units and, for now, real basis functions:

\[
(mn|ls)=\iint \frac{\chi_m(1)\chi_n(1)\,\chi_l(2)\chi_s(2)}{r_{12}}\,d^3r_1\,d^3r_2 .
\]

With \(f=\chi_m\chi_n\) and \(g=\chi_l\chi_s\), this is the Coulomb interaction \((f|g)\) of two charge densities. If \((f|g)\) has the properties of an inner product, the Cauchy–Schwarz inequality gives

\[
|(mn|ls)|\le Q_{mn}Q_{ls},\qquad Q_{mn}=\sqrt{(mn|mn)} .
\]

Q: That "if" carries everything. The form is bilinear and symmetric, I grant, but \(\chi_m\chi_n\) changes sign. Why should \((f|f)\) not be negative? Saying that \(1/r_{12}\) is positive does not settle it.

A: It does not. The kernel must be split into a product of one factor for each electron. Start from

\[
\int_0^\infty e^{-t^2r_{12}^2}dt=\frac{\sqrt\pi}{2r_{12}}
\quad\Rightarrow\quad
\frac1{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-t^2r_{12}^2}dt .
\]

Let \(\mathbf M=(\mathbf r_1+\mathbf r_2)/2\). For any point \(\mathbf s\), expanding about \(\mathbf M\) makes the cross terms cancel:

\[
|\mathbf r_1-\mathbf s|^2+|\mathbf r_2-\mathbf s|^2=2|\mathbf s-\mathbf M|^2+\tfrac12r_{12}^2 .
\]

Multiply by \(-2t^2\), exponentiate and integrate over \(\mathbf s\):

\[
\int e^{-2t^2|\mathbf r_1-\mathbf s|^2}e^{-2t^2|\mathbf r_2-\mathbf s|^2}d^3s
=e^{-t^2r_{12}^2}\int e^{-4t^2|\mathbf s-\mathbf M|^2}d^3s
=\Big(\frac{\pi}{4t^2}\Big)^{3/2}e^{-t^2r_{12}^2}.
\]

Solve for \(e^{-t^2r_{12}^2}\) and insert it in the kernel. With \(F_t(\mathbf s)=\int f(\mathbf r)e^{-2t^2|\mathbf r-\mathbf s|^2}d^3r\), and \(G_t\) defined likewise from \(g\),

\[
(f|g)=\frac{2}{\sqrt\pi}\int_0^\infty dt\Big(\frac{4t^2}{\pi}\Big)^{3/2}\int d^3s\,F_t(\mathbf s)G_t(\mathbf s).
\]

For \(g=f\) the integrand is a square with a non-negative weight, so \((f|f)\ge0\) whatever the signs in \(f\).

Q: You exchanged the order of several integrals. And could \((f|f)\) vanish for a nonzero \(f\)?

A: The exchange is allowed because our densities are bounded by Gaussians. With \(|f|\) and \(|g|\) in place of \(f\) and \(g\), every factor is non-negative and the total is \(\iint|f||g|/r_{12}\), which is finite. Absolute convergence permits any order.

If \((f|f)=0\), then \(F_t(\mathbf s)\), which is continuous in \(t\) and \(\mathbf s\), must vanish for every \(t>0\) and every \(\mathbf s\). But \((2t^2/\pi)^{3/2}e^{-2t^2|\mathbf r-\mathbf s|^2}\) is a normalized Gaussian that narrows to a point as \(t\to\infty\). Hence \((2t^2/\pi)^{3/2}F_t(\mathbf s)\to f(\mathbf s)\) for continuous \(f\), and so \(f=0\).

The split can be checked numerically. For the squares of two s Gaussians with exponents 0.4 and 0.9 bohr\(^{-2}\), 1.5 bohr apart, quadrature over \(t\) and \(\mathbf s\) gives 0.590397 hartree, in agreement with the analytic integral.

Q: Then finish the inequality.

A: If \(g=0\), both sides are zero. Otherwise \((g|g)>0\), and for every real \(\lambda\)

\[
0\le(f-\lambda g|f-\lambda g)=(f|f)-2\lambda(f|g)+\lambda^2(g|g).
\]

Choose the minimizing value \(\lambda=(f|g)/(g|g)\). The last two terms become \(-2(f|g)^2/(g|g)+(f|g)^2/(g|g)\), so

\[
0\le(f|f)-\frac{(f|g)^2}{(g|g)}
\quad\Rightarrow\quad (f|g)^2\le(f|f)(g|g).
\]

Putting in the two products of basis functions and taking the root gives the bound. Equality holds when \(f\) and \(g\) are proportional, as for \((mn|mn)\) itself.

Q: Would a kernel that is merely positive at every distance really fail?

A: Take \(r_{12}^2\). Let \(f\) and \(g\) be the squares of the carbon 2s functions at the two ends of octane, 16.659 bohr apart. Each is spherical with mean square radius \(\sigma^2\), so the average of \(r_{12}^2\) is \(2\sigma^2\) within one density and \(R^2+2\sigma^2\) between the two. The computed values are 5.05 and 282.58 bohr\(^2\). A Schwarz inequality would require \(282.58\le5.05\). The form is not positive: for \(f-g\) it gives \(2(5.05)-2(282.58)\approx-555\) bohr\(^2\).

Q: What if the orbitals are complex?

A: Then the diagonal integral has to be chosen with care. Write \((mn|ls)\) with \(\chi_m^*\chi_n\) for electron 1 and \(\chi_l^*\chi_s\) for electron 2, and use the Hermitian form

\[
\langle f|g\rangle=\iint \frac{f^*(1)g(2)}{r_{12}}\,d^3r_1d^3r_2,\qquad f=\chi_m\chi_n^*,\quad g=\chi_l^*\chi_s .
\]

The same split now gives \(|F_t|^2\), so \(\langle f|f\rangle\ge0\). With \(\lambda=\langle g|f\rangle/\langle g|g\rangle\), the expansion of \(\langle f-\lambda g|f-\lambda g\rangle\) is \(\langle f|f\rangle-|\langle f|g\rangle|^2/\langle g|g\rangle\), and therefore

\[
|(mn|ls)|^2\le(mn|nm)\,(ls|sl).
\]

In a test with random complex orbitals of butane, this held. With \(|(mn|mn)|\) and \(|(ls|ls)|\) on the right, the integral exceeded the supposed bound by a factor of up to 6.44. From here on the functions are real again.

Q: I accept the bound. But a bound does not make anything small. Where does the reduction from \(N^4\) come from?

A: From the locality of the basis. Consider two normalized s Gaussians with exponents \(a,b\), a distance \(R\) apart. Let \(p=a+b\) and \(\mathbf P=(a\mathbf A+b\mathbf B)/p\). Completing the square gives

\[
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}R^2 .
\]

The norms are \((2a/\pi)^{3/4}\) and \((2b/\pi)^{3/4}\), and \(\int e^{-p|\mathbf r-\mathbf P|^2}d^3r=(\pi/p)^{3/2}\). The overlap is therefore

\[
S_{ab}=\Big(\frac{4ab}{\pi^2}\Big)^{3/4}\Big(\frac{\pi}{p}\Big)^{3/2}e^{-abR^2/p}
=\Big(\frac{2\sqrt{ab}}{p}\Big)^{3/2}e^{-abR^2/p},
\]

and the pair density is \(S_{ab}(p/\pi)^{3/2}e^{-p|\mathbf r-\mathbf P|^2}\).

For its self-repulsion, measure positions from \(\mathbf P\) and set \(\mathbf X=(\mathbf r_1+\mathbf r_2)/2\), \(\mathbf r=\mathbf r_1-\mathbf r_2\). The Jacobian is 1 and \(r_1^2+r_2^2=2X^2+r^2/2\), so

\[
I(p)=\iint\frac{e^{-pr_1^2-pr_2^2}}{r_{12}}d^3r_1d^3r_2
=\Big(\frac{\pi}{2p}\Big)^{3/2}4\pi\int_0^\infty re^{-pr^2/2}dr
=\Big(\frac{\pi}{2p}\Big)^{3/2}\frac{4\pi}{p}
=\frac{\sqrt2\,\pi^{5/2}}{p^{5/2}} .
\]

Hence \(Q_{ab}^2=S_{ab}^2(p/\pi)^3I(p)=S_{ab}^2\sqrt{2p/\pi}\), or

\[
Q_{ab}=S_{ab}\Big(\frac{2p}{\pi}\Big)^{1/4}.
\]

For the two Gaussians above, \(S_{ab}=0.4756\) and \(Q_{ab}=0.4536\) hartree\(^{1/2}\). At larger \(R\) the pair factor falls as a Gaussian of the distance.

Q: Real basis sets have p and d functions and contractions. An overlap between such functions can vanish by symmetry while the pair density does not.

A: So I do not use the overlap in the general case. A polynomial times a Gaussian is bounded by a constant times a Gaussian of slightly smaller exponent. If the functions come from a finite set of types, common constants exist with \(|\chi(\mathbf r)|\le Ce^{-\alpha|\mathbf r-\mathbf A|^2}\) for all of them, where \(\mathbf A\) is the centre of the function. Completing the square with equal exponents gives

\[
|\chi_m\chi_n|\le C^2e^{-\alpha R^2/2}e^{-2\alpha|\mathbf r-\mathbf P|^2}.
\]

Here the positivity of \(1/r_{12}\) does help: replacing a density by a larger non-negative one cannot lower the integral. Thus

\[
Q_{mn}^2\le C^4e^{-\alpha R^2}I(2\alpha),\qquad
I(2\alpha)=\frac{\sqrt2\,\pi^{5/2}}{2^{5/2}\alpha^{5/2}}=\frac{\pi^{5/2}}{4\alpha^{5/2}}\equiv g_\alpha^2,
\]

\[
Q_{mn}\le B\,e^{-\alpha R^2/2},\qquad B=C^2g_\alpha .
\]

Q: A weak pair may still be multiplied by a strong one. How do you get a count?

A: Keep a quartet when \(Q_{mn}Q_{ls}\ge\tau\). Since \(Q_{ls}\le B\), survival requires \(Q_{mn}\ge\tau/B\), and the same holds with the pairs exchanged. Combined with the decay,

\[
\frac{\tau}{B}\le Be^{-\alpha R^2/2}
\quad\Rightarrow\quad
R\le R_c=\sqrt{\frac{2}{\alpha}\ln\frac{B^2}{\tau}} .
\]

This range does not depend on the size of the molecule. Now let the atoms be at least \(d\) apart, with at most \(\nu\) functions on each. Balls of radius \(d/2\) around the atoms within \(R_c\) of a given centre do not overlap, and they fit into a ball of radius \(R_c+d/2\). Comparing volumes, the number of functions in range is at most

\[
k=\nu\Big(1+\frac{2R_c}{d}\Big)^3 .
\]

There are then at most \(kN\) ordered pairs that can take part, and at most \((kN)^2=k^2N^2\) surviving quartets. The eightfold permutational symmetry of real integrals would divide the large counts by about eight without changing the power. I count ordered quartets throughout.

Q: That is an upper limit. Perhaps the true growth is slower still.

A: For the Schwarz count it is not. The quartets \((mm|ll)\) have the estimate \(Q_{mm}Q_{ll}\), in which no distance appears. If \(\tau\) is below the smallest such product, all \(N^2\) of them survive. So the Schwarz count lies between \(N^2\) and \(k^2N^2\).

Q: But the estimate may be misleading. Are those \(N^2\) integrals themselves significant?

A: They are, over a very wide range of sizes. For normalized functions, \((mm|ll)\) is the average of \(1/r_{12}\) over two probability densities. Since \(1/x\) is convex, Jensen's inequality applies, and \(\langle r_{12}\rangle^2\le\langle r_{12}^2\rangle\):

\[
(mm|ll)=\Big\langle\frac1{r_{12}}\Big\rangle\ge\frac1{\langle r_{12}\rangle}\ge\frac1{\sqrt{\langle r_{12}^2\rangle}} .
\]

Measuring each electron from the centroid of its own density removes the cross terms, so \(\langle r_{12}^2\rangle=D^2+\sigma_m^2+\sigma_l^2\), where \(D\) is the distance between centroids and \(\sigma^2\) the mean square spread of each density. These integrals therefore exceed \(\tau\) while the molecular extent is well below \(1/\tau\), which is \(10^8\) bohr for \(\tau=10^{-8}\) hartree. Since no integral above \(\tau\) is ever discarded, the true significant count also lies between \(N^2\) and \(k^2N^2\) in this regime.

At fixed \(\tau\) and still larger extent, \((mm|ll)\approx1/D\) drops below the threshold for the most distant pairs. The true count can then grow more slowly than \(N^2\), while the Schwarz count cannot.

Q: So the bound is blind to the distance between the two densities. How bad is that?

A: For the end-carbon 2s functions of octane, in the STO-3G basis, \((mm|ll)=0.0600\) hartree. The Jensen limit from below is 0.0595 and the Schwarz bound is 0.6247 hartree, about ten times the integral.

For the whole molecule, \(N=58\) and \(N^4=11\,316\,496\). With \(\tau=10^{-8}\) hartree, 6,126,052 quartets survive and 4,765,884 of them are truly at or above \(\tau\), which is 78%. This share is not a measure of the blindness to distance. Of the 1,360,168 survivors below \(\tau\), 650,896 vanish exactly by the mirror plane of the carbon chain: all four centres lie in the plane and an odd number of the functions are p functions perpendicular to it. Without them the share is 87%. Both counts also depend on how the molecule is oriented relative to the p functions; all counts here have the p axes aligned with the chain and its plane. The program compares every octane integral with its bound; none violates it, and no significant one is lost.

Q: Octane keeps more than half of its quartets. That hardly looks like \(N^2\).

A: Octane is shorter than the range \(R_c\) that the proof allows. For this basis, \(\alpha=0.15\) bohr\(^{-2}\) and \(C=6.149\) bohr\(^{-3/2}\) give \(B=847\) hartree\(^{1/2}\), so

\[
R_c=\sqrt{\frac{2}{0.15}\ln\frac{847^2}{10^{-8}}}\approx\sqrt{13.33\times31.90}\approx20.6\ \text{bohr}.
\]

This is a safe upper limit on the range. The longest distance between two atoms of octane is 19.95 bohr, so every pair lies within \(R_c\) and the pair count promises no reduction. If the molecule is so small that every \(Q_{mn}\ge\sqrt\tau\), every product reaches \(\tau\), all quartets survive and the count is \(N^4\); the shortest chains below are close to this case, and octane is in the transition. The following all-trans alkanes C\(_n\)H\(_{2n+2}\) have idealized tetrahedral geometry, with bonds CC 2.9 and CH 2.06 bohr. The local exponent is \(\Delta\ln(\text{survivors})/\Delta\ln N\) from the preceding row.

| \(n\) | \(N\) | survivors | share of \(N^4\) | exponent |
|---|---|---|---|---|
| 2 | 16 | 6.51×10⁴ | 99.3% | – |
| 4 | 30 | 7.77×10⁵ | 95.9% | 3.95 |
| 8 | 58 | 6.13×10⁶ | 54.1% | 3.13 |
| 16 | 114 | 3.16×10⁷ | 18.7% | 2.43 |
| 32 | 226 | 1.42×10⁸ | 5.43% | 2.19 |
| 64 | 450 | 5.98×10⁸ | 1.46% | 2.09 |
| 128 | 898 | 2.45×10⁹ | 0.377% | 2.04 |

For the last step, \(\ln(2.4539/0.59753)/\ln(898/450)=1.4126/0.6909=2.045\).

Q: Why does the exponent stay above 2, if the theorem says \(N^2\)?

A: Because of the chain ends. Model the chain as \(n\) equal cells, each paired with neighbours up to \(c\) cells away, with \(n>c\). The ordered cell pairs number

\[
n+2\sum_{j=1}^{c}(n-j)=n(2c+1)-c(c+1),
\]

or \(2c+1-c(c+1)/n\) per cell. The deficit falls as \(1/n\), so the number of partners still rises slowly towards its limit. The computed pairs per function, counting pairs with \(Q_{mn}\ge\tau/Q_{\max}\) where \(Q_{\max}\) is the largest \(Q\), behave in this way: 65.58, 68.42 and 69.85 for \(n=32\), 64 and 128, with increments 2.84 and 1.43 that halve on doubling. The survivors follow the same pattern: divided by \(N^2\) they are 2771, 2951 and 3043, with increments 180 and 92. For \(n=128\) at most 119 functions lie within \(R_c\) of a centre, more than the 69.85 partners actually found on average, and far below the packing limit \(k=5(1+2\times20.62/2.06)^3\approx4.6\times10^4\) for \(\nu=5\) and \(d=2.06\) bohr.

Q: A chain is the kindest case. What about a compact molecule?

A: The power is the same, but it sets in at larger \(N\), because the linear extent must exceed the pair range and \(N\) grows as the cube of that extent. Take a cubic lattice of s Gaussians with exponent \(\zeta=0.25\) bohr\(^{-2}\) and spacing 3 bohr. Here \(Q=(4\zeta/\pi)^{1/4}e^{-\zeta R^2/2}\), and its largest value satisfies \(Q_{\max}^2=\sqrt{1/\pi}=0.564\) hartree. A pair can matter if \(QQ_{\max}\ge\tau\), hence up to

\[
R=\sqrt{\frac{2}{0.25}\ln\frac{0.564}{10^{-8}}}\approx12\ \text{bohr},
\]

or four spacings. The radius is 11.95 bohr more precisely, and a sphere of this radius about a lattice point holds 251 lattice points, near the volume estimate \(\tfrac43\pi\,4^3\approx270\). The local exponent is 2.58 between \(N=64\) and 512, 2.23 up to 4096, 2.11 up to 32,768 and 2.05 up to 262,144.

Q: One practical objection. If I test the product \(Q_{mn}Q_{ls}\) for each quartet, I still make \(N^4\) tests.

A: Then the integral work is reduced but the loop is not. Instead, find the pairs within \(R_c\) from a neighbour list, compute their \(Q\), drop those below \(\tau/Q_{\max}\), and sort the rest in decreasing order. For each pair, run down the list until the product first falls below \(\tau\). Each pair costs at most one failed test, so the number of tests is at most the number of survivors plus the number of pairs, which is of order \(N^2\).

Q: And the Fock matrix? Many small omissions may add up.

A: They may, and the sum can be bounded. For a closed shell with density matrix \(D\), the two-electron part is \(\sum_{ls}D_{ls}[(mn|ls)-\tfrac12(ml|ns)]\). Every omitted integral is smaller than \(\tau\) in magnitude, so

\[
|\Delta F_{mn}|\le\tfrac32\,\tau\sum_{ls}|D_{ls}| .
\]

The sum can grow with the molecule, so a fixed absolute accuracy guaranteed by this bound may require a smaller \(\tau\). The price is logarithmic: \(R_c\) grows as the square root of \(\ln(B^2/\tau)\), so \(k^2\) grows at most as the cube of that logarithm, and a \(\tau\) that shrinks as a power of \(N\) multiplies the guaranteed \(N^2\) count by at most a factor of order \((\ln N)^3\).

Q: When does the \(N^2\) count fail?

A: When its assumptions do. Diffuse functions have small \(\alpha\) and a long range, which postpones the onset. If ever more diffuse functions are added as \(N\) grows, or if \(N\) is raised by enlarging the basis on a fixed molecule, no size-independent \(k\) is available. Orbitals spread over the whole molecule have no decaying pair factors to exploit. The Schwarz inequality itself still holds in these cases, provided the integrals converge; what is lost is the argument that most pairs are negligible.

## Computed values

```
s Gaussians: exponents 0.4, 0.9 bohr^-2, distance 1.5 bohr
(aa|bb) by kernel splitting 0.59039742 hartree
(aa|bb) analytic            0.59039742 hartree
overlap S_ab 0.475618, Q_ab 0.453643 hartree^(1/2)
complex orbitals, largest |integral|/bound: with (mn|nm) 1.000000, with |(mn|mn)| 6.441
threshold tau 1e-08 hartree; bonds CC 2.9, CH 2.06 bohr
C8H18: N 58, all ordered integrals 11316496
C8H18: Schwarz survivors 6126052, truly >= tau 4765884, ratio 0.778
C8H18 end-carbon 2s functions, distance 16.659 bohr:
  (mm|ll) 0.060027, Schwarz bound 0.624709, Jensen lower bound 0.059488 hartree
  kernel r12^2: integral 282.58, would-be bound 5.05 bohr^2
C8H18 smallest (mm|ll) 0.050122 hartree
envelope: alpha 0.15 bohr^-2, C 6.149 bohr^(-3/2), C^2 g 847.0 hartree^(1/2), R_c 20.62 bohr
alkanes: n, N, pairs per function, survivors, fraction of N^4, exponent
     2   16    16.00         65052 9.926e-01 -
     4   30    29.80        776780 9.590e-01 3.945
     8   58    49.03       6126052 5.413e-01 3.133
    16  114    59.96      31590116 1.870e-01 2.427
    32  226    65.58     141540964 5.426e-02 2.192
    64  450    68.42     597533540 1.457e-02 2.091
   128  898    69.85    2453882212 3.774e-03 2.045
C128H258: functions within R_c of a centre, at most k = 119
C128H258: smallest Q_mm 0.7904, largest Q 1.8820 hartree^(1/2)
cubic lattice: exponent 0.25 bohr^-2, spacing 3.0 bohr
lattice: side, N, survivors, fraction of N^4, exponent
    2       8              4096 1.000e+00 -
    4      64           9539520 5.686e-01 3.728
    8     512        2056562368 2.993e-02 2.584
   16    4096      213953300160 7.601e-04 2.234
   32   32768    17113622458048 1.484e-05 2.107
   64  262144  1219291008573120 2.582e-07 2.052
```
